# Shot noise of sequential tunnelling through a single level: a program that tests the result

```python
# Result under test: for one nondegenerate level filled at rate a (when empty)
# and emptied at rate b (when full), with no reverse jumps, the zero-frequency
# Fano factor S(0)/(2 e I) is (a^2 + b^2)/(a + b)^2.
# S is the one-sided current noise spectrum, I the mean current, e the
# elementary charge. fS, fD are source and drain Fermi factors at the level.
# alpha, beta (sum 1) are the capacitive shares of the source and drain jumps
# in the terminal current. State order in all matrices: empty, full.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import expit


def fano(a, b):
    return (a**2 + b**2) / (a + b)**2


def fano_thermal(a, b, fS, fD):
    both_ways = fS*(1 - fD) + fD*(1 - fS)
    return both_ways/(fS - fD) - 2*a*b*(fS - fD)/(a + b)**2


def fano_terminal(a, b, omega, alpha):
    weight = a*b + alpha*(1 - alpha)*omega**2
    return 1 - 2*weight/((a + b)**2 + omega**2)


def count_growth(quiet, plus, minus, time):
    """Growth rates of mean and variance of the net count between time and
    2*time, from the full distribution over counts -40..60 and states.
    Matrix entry [i, j] is the rate from state j to state i."""
    counts = np.arange(-40, 61)
    size, states = len(counts), len(quiet)
    loss = np.diag((quiet + plus + minus).sum(axis=0))
    generator = (np.kron(np.eye(size), quiet - loss)
                 + np.kron(np.eye(size, k=-1), plus)
                 + np.kron(np.eye(size, k=1), minus))
    step = expm(generator*time)
    prob = np.zeros(size*states)
    prob[40*states] = 1.0          # count zero, level empty
    moments = []
    for _ in range(2):
        prob = step @ prob
        by_count = prob.reshape(size, states).sum(axis=1)
        assert abs(by_count.sum() - 1) < 1e-9
        mean = by_count @ counts
        moments.append((mean, by_count @ (counts - mean)**2))
    (m1, v1), (m2, v2) = moments
    return (m2 - m1)/time, (v2 - v1)/time


def level_growth(a, b, fS=1.0, fD=0.0, junction="drain"):
    source_in = np.array([[0, 0], [a*fS, 0]])
    source_out = np.array([[0, a*(1 - fS)], [0, 0]])
    drain_in = np.array([[0, 0], [b*fD, 0]])
    drain_out = np.array([[0, b*(1 - fD)], [0, 0]])
    time = 25/(a + b)
    if junction == "drain":
        return count_growth(source_in + source_out, drain_out, drain_in, time)
    return count_growth(drain_in + drain_out, source_in, source_out, time)


# --- Zero-frequency noise from the evolved count distribution ---
print("Fano factor: a/b, counted, formula")
for a, b in [(1.0, 1.0), (2.0, 6.0), (10.0, 1.0)]:
    for junction in ("source", "drain"):
        rate, spread = level_growth(a, b, junction=junction)
        assert abs(rate - a*b/(a + b)) < 1e-7
        assert abs(spread/rate - fano(a, b)) < 1e-7
    print(f"  {a/b:.4f}  {spread/rate:.6f}  {fano(a, b):.6f}")

# --- Reverse jumps at finite bias ---
for fS, fD in [(0.8, 0.3), (0.95, 0.1)]:
    for junction in ("source", "drain"):
        rate, spread = level_growth(2.0, 6.0, fS, fD, junction)
        assert abs(spread/rate - fano_thermal(2.0, 6.0, fS, fD)) < 1e-6

# --- Spin doublet, double occupation blocked: entrance rate doubles ---
enter = np.array([[0, 0, 0], [2.0, 0, 0], [2.0, 0, 0]])
leave = np.array([[0, 6.0, 6.0], [0, 0, 0], [0, 0, 0]])
rate, spread = count_growth(enter, leave, np.zeros((3, 3)), 2.5)
assert abs(spread/rate - fano(4.0, 6.0)) < 1e-7
assert abs(spread/rate - fano(2.0, 6.0)) > 0.05

# --- Exit rate a time t after an exit ---
a, b = 2.0, 6.0
master = np.array([[-a, b], [a, -b]])
for t in (0.03, 0.1, 0.4):
    later = b*(expm(master*t) @ np.array([1.0, 0.0]))[1]
    assert abs(later - a*b/(a + b)*(1 - np.exp(-(a + b)*t))) < 1e-11

# --- Waiting time between exits, by quadrature of its density ---
def waiting_density(t):            # fill at time s, then leave at time t
    return quad(lambda s: a*np.exp(-a*s)*b*np.exp(-b*(t - s)), 0, t)[0]


moment = [quad(lambda t: t**k*waiting_density(t), 0, 20, limit=200)[0]
          for k in range(3)]
assert abs(moment[0] - 1) < 1e-7
waiting_ratio = moment[2]/moment[1]**2 - 1
rate, spread = level_growth(a, b)
assert abs(waiting_ratio - spread/rate) < 1e-6

# --- Both rates recovered from the counted current and noise ---
total = 2*rate/(1 - spread/rate)
assert np.allclose(np.sort(np.roots([1, -total, rate*total])), [2, 6],
                   atol=1e-5)

# --- Finite-frequency spectra from simulated jumps ---
rng = np.random.default_rng(7)
runs, jumps, window = 20000, 140, 40.0
omega = 2*np.pi*51/window          # whole periods: the mean drops out
wait_in = rng.exponential(1/a, (runs, jumps))
wait_out = rng.exponential(1/b, (runs, jumps))
time_out = np.cumsum(wait_in + wait_out, axis=1) - 10.0
time_in = time_out - wait_out
assert time_in[:, -1].min() > window


def amplitude(times):
    inside = (times >= 0) & (times < window)
    return (np.exp(1j*omega*times)*inside).sum(axis=1)


amp_in, amp_out = amplitude(time_in), amplitude(time_out)
expected_jumps = window*a*b/(a + b)
print("Simulated spectrum at omega/(a+b) =", f"{omega/(a + b):.3f}")
for alpha in (0.0, 0.3, 1.0):      # 0: drain junction, 1: source junction
    signal = alpha*amp_in + (1 - alpha)*amp_out
    simulated = np.mean(abs(signal)**2)/expected_jumps
    formula = fano_terminal(a, b, omega, alpha)
    # statistical error about 0.006, finite window below 0.01
    assert abs(simulated - formula) < 0.03
    print(f"  alpha {alpha:.1f}: simulated {simulated:.3f},"
          f" formula {formula:.3f}")

# --- Worked example: island in a cryogenic silicon MOS channel ---
e, h, hbar, kB = const.e, const.h, const.hbar, const.k
rate_in, rate_out = 2e7, 6e7       # 1/s
bias, temperature, field = 0.4e-3, 0.1, 5.0      # V, K, T
valley, charging = 0.5e-3, 10e-3                # eV, rough typical
barrier, barrier_width, gap = 20e-3, 15e-9, 50e-9   # eV, m, m
mass = 0.19*const.m_e              # light transverse mass of silicon
read_frequency = 1e6               # Hz
jitter = 1e-6                      # eV/sqrt(Hz) at 1 Hz, rough typical

gamma = rate_in + rate_out
jump_rate = rate_in*rate_out/gamma
current = e*jump_rate
F = fano(rate_in, rate_out)
noise = 2*e*current*F
print("Example inputs")
print(f"  entrance rate a = {rate_in:.1e} 1/s")
print(f"  exit rate b = {rate_out:.1e} 1/s")
print(f"  bias = {bias*1e3:.2f} mV, level midway")
print(f"  temperature = {temperature:.2f} K, field = {field:.1f} T")
print(f"  valley splitting = {valley*1e3:.2f} meV")
print(f"  charging energy = {charging*1e3:.1f} meV")
print(f"  barrier height = {barrier*1e3:.1f} meV")
print(f"  one barrier = {barrier_width*1e9:.0f} nm,"
      f" source-drain gap = {gap*1e9:.0f} nm")
print(f"  tunnelling mass = {mass/const.m_e:.2f} electron masses")
print("Example results")
print(f"  mean occupation = {rate_in/gamma:.4f}")
print(f"  jump rate = {jump_rate:.3e} 1/s")
print(f"  current = {current*1e12:.4f} pA")
print(f"  Fano factor = {F:.4f}")
print(f"  Poisson noise 2eI = {2*e*current:.4e} A^2/Hz")
print(f"  noise S(0) = {noise:.4e} A^2/Hz")
print(f"  root of S(0) = {np.sqrt(noise)*1e15:.4f} fA/sqrt(Hz)")
measured_F = noise/(2*e*current)
sum_back = 2*(current/e)/(1 - measured_F)
roots = np.sort(np.roots([1, -sum_back, current/e*sum_back]))
print(f"  rates from I and F = {roots[0]:.3e}, {roots[1]:.3e} 1/s")
print(f"  F if spin doublet unsplit = {fano(2*rate_in, rate_out):.4f}")

# --- Size of what the model leaves out ---
print("Neglected effects")
half = bias/2                      # level to either Fermi level, eV
kT = kB*temperature/e              # eV
width = hbar*gamma/e               # eV
print(f"  kT = {kT*1e6:.3f} ueV, hbar(a+b) = {width*1e6:.4f} ueV")
for T in (temperature, 1.0):
    x = half*e/(kB*T)
    warm = fano_thermal(rate_in, rate_out, expit(x), expit(-x))
    print(f"  {T:.1f} K: closed-way factor {expit(-x):.2e},"
          f" F = {warm:.4f}, shift {warm - F:.1e}")
    if T == temperature:
        assert abs(warm - F) < 1e-6


def outside_weight(ratio):         # Lorentzian weight beyond +-ratio widths
    return 2/np.pi*np.arctan(1/(2*ratio))


tail = 2*quad(lambda x: 0.5/np.pi/(x**2 + 0.25), 3, np.inf)[0]
assert abs(tail - outside_weight(3)) < 1e-8
print(f"  level weight outside bias window ="
      f" {outside_weight(half/width):.1e}")

zeeman = 2*const.physical_constants["Bohr magneton"][0]*field/e
print(f"  Zeeman splitting (g = 2) = {zeeman*1e3:.4f} meV")
cotunnel = 0.0
for name, splitting in (("spin", zeeman), ("valley", valley)):
    height = splitting - half      # above the source Fermi level, eV
    assert height > 10*kT
    print(f"  {name} state above source level: {height*1e3:.3f} meV,"
          f" Fermi factor {expit(-height/kT):.1e}")
    area = quad(lambda u: 1/(height/bias + u)**2, 0, 1)[0]/bias
    cotunnel += (hbar/e)**2*rate_in*rate_out*area*e/h
print(f"  second electron above source level:"
      f" {(charging - half)*1e3:.1f} meV")
print(f"  cotunnelling via both states / jump rate ="
      f" {cotunnel/jump_rate:.1e}")


def wkb_exponent(energy, length):
    return 2*length*np.sqrt(2*mass*energy*e)/hbar


transmission = np.exp(-wkb_exponent(barrier, gap))
direct = 4*e**2/h*bias*transmission   # two spins, two valleys
print(f"  direct source-drain transmission = {transmission:.1e}")
print(f"  direct current = {direct:.1e} A, / I = {direct/current:.1e}")

omega_read = 2*np.pi*read_frequency
print(f"  (a+b)/(2 pi) = {gamma/(2*np.pi)/1e6:.2f} MHz")
for alpha in (0.0, 0.5):
    F_read = fano_terminal(rate_in, rate_out, omega_read, alpha)
    assert abs(F_read - F) < 0.01
    print(f"  F at {read_frequency/1e6:.1f} MHz, alpha {alpha:.1f}:"
          f" {F_read:.4f}")

dE = 1e-6
slope = (wkb_exponent(barrier + dE, barrier_width)
         - wkb_exponent(barrier - dE, barrier_width))/(2*dE)
slow_noise = (slope*jitter*current)**2     # at 1 Hz, power falls as 1/f
print(f"  level jitter at 1 Hz = {jitter*1e6:.1f} ueV/sqrt(Hz)")
print(f"  rate change per meV of barrier = {slope*1e-3:.3f}")
print(f"  slow charge noise at 1 Hz = {slow_noise:.1e} A^2/Hz")
print(f"  it equals S(0) at {slow_noise/noise:.2f} Hz")

assert width < 0.1*kT and kT < 0.1*half
assert cotunnel/jump_rate < 1e-3 and direct/current < 1e-3
assert slow_noise/noise < 1e-3*read_frequency
print("done: every assertion held")
```

Running it gives:

```
Fano factor: a/b, counted, formula
  1.0000  0.500000  0.500000
  0.3333  0.625000  0.625000
  10.0000  0.834711  0.834711
Simulated spectrum at omega/(a+b) = 1.001
  alpha 0.0: simulated 0.819, formula 0.813
  alpha 0.3: simulated 0.607, formula 0.602
  alpha 1.0: simulated 0.812, formula 0.813
Example inputs
  entrance rate a = 2.0e+07 1/s
  exit rate b = 6.0e+07 1/s
  bias = 0.40 mV, level midway
  temperature = 0.10 K, field = 5.0 T
  valley splitting = 0.50 meV
  charging energy = 10.0 meV
  barrier height = 20.0 meV
  one barrier = 15 nm, source-drain gap = 50 nm
  tunnelling mass = 0.19 electron masses
Example results
  mean occupation = 0.2500
  jump rate = 1.500e+07 1/s
  current = 2.4033 pA
  Fano factor = 0.6250
  Poisson noise 2eI = 7.7009e-31 A^2/Hz
  noise S(0) = 4.8131e-31 A^2/Hz
  root of S(0) = 0.6938 fA/sqrt(Hz)
  rates from I and F = 2.000e+07, 6.000e+07 1/s
  F if spin doublet unsplit = 0.5200
Neglected effects
  kT = 8.617 ueV, hbar(a+b) = 0.0527 ueV
  0.1 K: closed-way factor 8.33e-11, F = 0.6250, shift 6.2e-11
  1.0 K: closed-way factor 8.94e-02, F = 0.7115, shift 8.7e-02
  level weight outside bias window = 8.4e-05
  Zeeman splitting (g = 2) = 0.5788 meV
  spin state above source level: 0.379 meV, Fermi factor 8.1e-20
  valley state above source level: 0.300 meV, Fermi factor 7.6e-16
  second electron above source level: 9.8 meV
  cotunnelling via both states / jump rate = 2.7e-05
  direct source-drain transmission = 1.9e-14
  direct current = 1.2e-21 A, / I = 5.0e-10
  (a+b)/(2 pi) = 12.73 MHz
  F at 1.0 MHz, alpha 0.0: 0.6273
  F at 1.0 MHz, alpha 0.5: 0.6242
  level jitter at 1 Hz = 1.0 ueV/sqrt(Hz)
  rate change per meV of barrier = 0.237
  slow charge noise at 1 Hz = 3.2e-31 A^2/Hz
  it equals S(0) at 0.67 Hz
done: every assertion held
```
